# How nodes affect semilocal exchange and Perdew–Zunger correction for hydrogenic orbitals

**Definitions and conventions**

Rydberg atomic units are used: \(\hbar=1\), \(m=\tfrac12\), \(e^2=2\), lengths in bohr, energies in Ry (1 Ry = 13.605693 eV). All electrons have the same spin, only exchange is treated, and the orbitals are fixed eigenfunctions of \(-\nabla^2-2Z/r\) with \(Z=1\). Since \(e^2/2=1\), the Hartree and exact exchange energies are
\[
U[n]=\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad
E_x=-\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|},\qquad \gamma=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r').
\]
For one electron \(|\gamma|^2=n(\mathbf r)n(\mathbf r')\), so \(E_x=-U\) for any orbital.

The LSDA coefficient comes from the polarised uniform gas, \(n=k^3/6\pi^2\). With \((x^2j_1)'=x^2j_0\), \(\gamma(u)=\frac{1}{2\pi^2}\int_0^k q^2j_0(qu)\,dq=3n\,j_1(ku)/(ku)\). The energy per volume is \(-4\pi\int u\,\gamma^2du=-(36\pi n^2/k^2)\int_0^\infty j_1^2\,dx/x\). From \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\) one gets \((j_0^2+j_1^2)'=-4j_1^2/x\), so the integral is \(1/4\). The energy per volume is then \(-9\pi n^2/k^2=-\frac{3}{2\pi}kn=-An^{4/3}\), with \(A=\tfrac32(6/\pi)^{1/3}=1.861051\) Ry bohr. For an unpolarised gas \(k=(3\pi^2n)^{1/3}\), so its coefficient is smaller by \(2^{1/3}\); it does not apply to a one-spin density. A semilocal exchange energy is
\[
E^{\rm sl}[n]=-A\int n^{4/3}F(s)\,d^3r,\qquad s=\frac{|\nabla n|}{2(6\pi^2)^{1/3}n^{4/3}},
\]
with \(F=1\) for LSDA and \(F=1+\kappa-\kappa/(1+\mu s^2/\kappa)\), \(\kappa=0.804\), \(\mu=0.219515\), for PBE. For a one-electron density define
\[
I=\int n^{4/3},\qquad \rho=-E^{\rm LSDA}/U=AI/U,\qquad \delta=U+E^{\rm sl}.
\]
The exact condition is \(\delta=0\), or \(\rho=1\). Under \(n\to\lambda^3n(\lambda\mathbf r)\), \(U\) and \(I\) scale as \(\lambda\) and \(s\) is unchanged, so all ratios hold for any \(Z\).

**Question**

Does the semilocal exchange error grow with the number of nodes along hydrogen 1s, 2s, 2p, 3d, and why does the Perdew–Zunger self-interaction correction (PZ SIC) on noded orbitals spoil the cancellation of errors?

**Answer**

For LSDA the first claim is false as worded: the size of the error falls along 1s, 2s, \(2p_0\), \(3d_0\). What rises is \(\rho\), so the signed error drifts towards too negative exchange. LSDA starts below 1 and is carried towards and past it; PBE, which is nearly exact for 1s, and LSDA rescaled to be exact for 1s are carried away from exactness along this sequence (for the complex \(2p_{+1}\) the PBE error, −1.9%, is no larger in size than for 1s). In the shells computed below PZ helps LSDA exchange and damages PBE exchange. What decides is the sign and size of the summed orbital errors relative to the total error, not exactness for 1s: for rescaled LSDA both are negative, and PZ still helps (with real orbitals it roughly halves the error).

*Mechanism: a noded density has lower \(U\) than its rearrangement of equal \(I\).* Writing \(n^p=\int_0^n p\,t^{p-1}dt\) and exchanging the integrals gives \(\int n^p=\int_0^\infty p\,t^{p-1}V(t)\,dt\), where \(V(t)\) is the volume in which \(n>t\). LSDA therefore knows only \(V(t)\), not where the density sits. Let \(n^*\) be the spherical, decreasing density with the same \(V(t)\). It has the same norm and the same \(I\). The Riesz rearrangement inequality, used here as an established theorem and tested numerically below, gives \(U[n^*]\ge U[n]\): gathering each region \(n>t\) into a centred ball brings the charge closer together. Hence \(\rho[n]\ge\rho[n^*]\). A noded density has zeros between its maxima, and loses Coulomb self-energy that LSDA cannot see.

The lowest \(\rho\) follows from stationarity at fixed norm. With \(\delta I=\frac43\int n^{1/3}\delta n\) and \(\delta U=\int v\,\delta n\), \(v=2\int n'/|\mathbf r-\mathbf r'|\), the condition on \(\ln\rho\) is \(v=\lambda n^{1/3}+\text{const}\) where \(n>0\), with \(\lambda=4U/3I\), so \(\rho=4A/3\lambda\). Since \(\nabla^2v=-8\pi n\), setting \(n=n_c\theta^3\), \(r=a\xi\), \(a^2=\lambda/(8\pi n_c^{2/3})\) gives the Lane–Emden equation \((\xi^2\theta')'=-\xi^2\theta^3\). Integrating it to the first zero \(\xi_1\) gives \(\int\xi^2\theta^3d\xi=-\xi_1^2\theta'(\xi_1)\equiv\omega\). Normalisation reads \(1=4\pi n_ca^3\omega=4\pi\omega(\lambda/8\pi)^{3/2}\), so \(\lambda=8\pi(4\pi\omega)^{-2/3}\) and
\[
\rho_{\min}=\frac{A(4\pi\omega)^{2/3}}{6\pi}.
\]
That this stationary point is the global minimum is an existence theorem not proved here. Numerical integration gives \(\xi_1=6.89685\), \(\omega=2.01824\), \(\rho_{\min}=0.8523\). The 1s value, 0.8577, lies just above it, so from 1s there is almost no way but up.

*A solvable node model.* Take \(g=\pi^{-3/2}e^{-r^2}\) and \(n_K=g\,(1+\cos Kz)/N=2g\cos^2(Kz/2)/N\), with \(N=1+e^{-K^2/4}\). The transform of \(g\) is \(\hat g=e^{-q^2/4}\), so \(N\hat n=\hat g(\mathbf q)+\frac12\hat g(\mathbf q-\mathbf K)+\frac12\hat g(\mathbf q+\mathbf K)\), and \(U=\int d^3q\,|\hat n|^2/(2\pi^2q^2)\) from the kernel \(4\pi/q^2\). Completing the square, \(\hat g(\mathbf q-\mathbf a)\hat g(\mathbf q-\mathbf b)=e^{-|\mathbf a-\mathbf b|^2/8}e^{-|\mathbf q-\mathbf c|^2/2}\) with \(\mathbf c=(\mathbf a+\mathbf b)/2\). The needed integral, after the angular average, is
\[
J(c)=\frac2\pi e^{-c^2/2}\int_0^\infty e^{-q^2/2}\frac{\sinh qc}{qc}\,dq=\sqrt{\frac2\pi}\,e^{-c^2/2}\int_0^1e^{c^2t^2/2}dt=\sqrt{\frac2\pi}\frac{D(x)}{x},
\]
with \(x=c/\sqrt2\) and \(D(x)=e^{-x^2}\int_0^xe^{y^2}dy\). The middle step uses \(\sinh(qc)/qc=\int_0^1\cosh(qct)\,dt\) and \(\int_0^\infty e^{-q^2/2}\cosh(qb)\,dq=\sqrt{\pi/2}\,e^{b^2/2}\). The nine products in \(|\hat n|^2\) give
\[
N^2U=J(0)\left(1+\tfrac12e^{-K^2/2}\right)+2e^{-K^2/8}J(K/2)+\tfrac12J(K).
\]
Because \(D(x)\to1/2x\), \(J(K)\to J(0)/K^2\), and \(U\to U[g]=J(0)=0.79788\) Ry: a fast ripple carries no Coulomb energy. LSDA does feel it. Expand \((2\cos^2(Kz/2))^{4/3}\) in \(\cos mKz\); against the weight \(e^{-4z^2/3}\) each harmonic is damped by \(e^{-3m^2K^2/16}\), leaving the mean
\[
\kappa_n=2^{4/3}\frac2\pi\int_0^{\pi/2}\cos^{8/3}t\,dt=\frac{2^{4/3}\,\Gamma(11/6)}{\sqrt\pi\,\Gamma(7/3)}=1.12318,
\]
which exceeds 1 because \(x^{4/3}\) is convex and \(2\cos^2\) has mean 1. With \(E^{\rm LSDA}[g]=-A\pi^{-2}(3\pi/4)^{3/2}=-0.68199\) Ry, the limit is \(-0.76599\) Ry. Quadrature gives \(\rho=0.8547, 0.8678, 0.9165, 0.9524, 0.9600\) for \(K=0,2,4,8,160\) bohr\(^{-1}\). Compared with \(g\), the ripple raises \(I\) by the factor \(\kappa_n\) while \(U\) returns to \(U[g]\) from above (0.898 Ry at \(K=2\)); the loss of \(U\) at fixed \(I\) is relative to the rearranged density, not to \(g\). For this cosine ripple along one axis the LSDA effect saturates below 1 as \(K\) grows. That is not a general ceiling: equal ripples along all three axes bring one factor \(\kappa_n\) each, while \(U\to U[g]\) as before, so the limit becomes \(0.8547\,\kappa_n^3=1.211\).

PBE is hit harder. At large \(K\), \(|\nabla n|/n\approx K|\tan(Kz/2)|\), so \(s\) is large except within a phase range of order \(1/K\) about each maximum, and \(F\to1+\kappa\) with a deficit of order \(1/K\). The limit is \(1.804\,\kappa_nE^{\rm LSDA}[g]=-1.38185\) Ry. From \(-1.32386\) Ry (\(K=160\)) and \(-1.35150\) Ry (\(K=320\)), removing the \(1/K\) term gives \(2(-1.35150)+1.32386=-1.3791\) Ry. PBE reads the gradient beside a node as it would a density tail.

Nodes are not the only route. A density split into \(M\) distant copies of weight \(1/M\) has \(I\to M\cdot M^{-4/3}I\) and \(U\to M\cdot M^{-2}U\), so \(\rho\) grows as \(M^{2/3}\), whether or not a node lies between the pieces.

*Formulas for hydrogen.* Insert \(|\mathbf r-\mathbf r'|^{-1}=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}Y_{kq}^*(\hat r)Y_{kq}(\hat r')\). If \(4\pi|Y_{l0}|^2=\sum_kb_kP_k(\mu)\), \(\mu=\cos\theta\), then only \(q=0\) survives, \(\int|Y_{l0}|^2P_k\,d\Omega=b_k/(2k+1)\), and \(Y_{k0}=\sqrt{(2k+1)/4\pi}\,P_k\) gives
\[
U=\sum_k\left(\frac{b_k}{2k+1}\right)^2F^k,\qquad F^k=2\int_0^\infty\frac{f(r)}{r^{k+1}}\int_0^rf(x)x^k\,dx\,dr,\qquad f=r^2R^2 .
\]
For p, \(3\mu^2=1+2P_2\), giving \(4/25\). For d, matching powers of \(\mu\) gives \(5P_2^2=1+\frac{10}7P_2+\frac{18}7P_4\), so both coefficients are \((2/7)^2\). The radial integrals follow from \(\int_0^rx^me^{-\alpha x}dx=\frac{m!}{\alpha^{m+1}}\bigl[1-e^{-\alpha r}\sum_{j\le m}(\alpha r)^j/j!\bigr]\). For 1s, \(f=4r^2e^{-2r}\) and
\[
F^0=8\int re^{-2r}\left[1-e^{-2r}(1+2r+2r^2)\right]dr=8\left[\tfrac14-\tfrac1{16}-\tfrac1{16}-\tfrac{3}{64}\right]=\tfrac58 .
\]
For 2p, \(f=r^4e^{-r}/24\) and \(F^2=2\cdot\frac{720}{576}\bigl[1-\sum_{j=0}^6(j+1)/2^{j+2}\bigr]=\frac52\cdot\frac9{256}=\frac{45}{512}\). The same rule in exact rational arithmetic, confirmed by momentum-space quadrature, gives \(F^0(2s)=77/512\), \(F^0(2p)=93/512\), and for 3d \(F^0=793/9216\), \(F^2=2093/46080\), \(F^4=91/3072\). Thus \(U(2p_0)=\frac{93}{512}+\frac4{25}\frac{45}{512}=\frac{501}{2560}\) Ry and \(U(3d_0)=F^0+\frac4{49}(F^2+F^4)=\frac{29731}{322560}\) Ry.

The integral \(I\) factorises.

For 1s, \(n=e^{-2r}/\pi\) and \(I=4\pi^{-1/3}\cdot2(3/8)^3=\frac{27}{64}\pi^{-1/3}=0.288050\).

For 2s, \(n=(2-r)^2e^{-r}/32\pi\) and \(I=4\pi(32\pi)^{-4/3}\int r^2|2-r|^{8/3}e^{-4r/3}dr\). Below the node, \(r=2t\) gives \(2^{17/3}\int_0^1t^2(1-t)^{8/3}e^{-8t/3}dt=2^{17/3}B(3,\frac{11}3)\,{}_1F_1(3;\frac{20}3;-\frac83)=0.352706\). Above it, \(r=2+t\) gives \(e^{-8/3}[G(\frac{17}3)+4G(\frac{14}3)+4G(\frac{11}3)]=2.390736\), with \(G(x)=\Gamma(x)(3/4)^x\). So \(I=0.073752\).

For \(2p_0\), \(n=r^2e^{-r}\mu^2/32\pi\); the angular factor is \(4\pi\int_0^1\mu^{8/3}d\mu=12\pi/11\), the radial one \(G(\frac{17}3)=13.448528\), and \(I=(32\pi)^{-4/3}(12\pi/11)(13.448528)=0.098601\).

For \(3d_0\), \(R^2=16r^4e^{-2r/3}/(6561\cdot30)\) and \(|Y_{20}|^2=\frac{5}{16\pi}(3\mu^2-1)^2\). The radial factor is \((16/196830)^{4/3}\Gamma(\frac{25}3)(9/8)^{25/3}=0.093404\), and \(\int_0^1|3\mu^2-1|^{8/3}d\mu=0.904879\), so \(I=0.093404\,(5/16\pi)^{4/3}\,4\pi\,(0.904879)=0.048952\).

*Numbers.* Then \(\rho=AI/U\); for \(3d_0\), \(1.861051\times0.048952=0.09110\) and \(0.09110/0.09217=0.9884\). PBE values and the remaining orbitals were obtained by Gauss–Legendre quadrature split at the nodes.

| orbital | \(U\)/Ry | \(\rho\) | \(\delta^{\rm LSDA}/U\) | \(\delta^{\rm PBE}/U\) |
|---|---|---|---|---|
| 1s | 0.62500 | 0.8577 | +14.2% | +2.1% |
| 2s | 0.15039 | 0.9127 | +8.7% | −8.2% |
| \(2p_0\) | 0.19570 | 0.9376 | +6.2% | −9.8% |
| \(3d_0\) | 0.09217 | 0.9884 | +1.2% | −19.9% |
| \(2p_{+1}\) | 0.18516 | 0.8824 | +11.8% | −1.9% |
| 3s | 0.06641 | 0.9391 | +6.1% | −14.8% |
| \(3p_0\) | 0.07763 | 1.0098 | −1.0% | −22.9% |
| \(3d_{xy}\) | 0.09217 | 1.0087 | −0.9% | −22.5% |
| \(3d_{+2}\) | 0.08982 | 0.9215 | +7.8% | −7.4% |
| \(4f_0\) | 0.05360 | 1.0226 | −2.3% | −27.9% |
| \(5g_0\) | 0.03511 | 1.0489 | −4.9% | −34.5% |

Along 1s, 2s, \(2p_0\), \(3d_0\) the LSDA error shrinks from 14.2% to 1.2%; continuing to \(4f_0\) and \(5g_0\), it changes sign and grows. PBE grows in size from 2.1% to 19.9%. LSDA rescaled by \(1/\rho_{1s}\), exact for 1s, overshoots by 6.4%, 9.3% and 15.2% for 2s, \(2p_0\), \(3d_0\). The small LSDA error of \(3d_0\) is a zero crossing, not accuracy by design.

Node count does not fix \(\rho\): 2s and \(2p_0\) each have one nodal surface. Complex orbitals, which replace the nodal planes through the \(z\) axis by a nodal line along it, stay closer to 1s in the cases computed. The orbitals \(3d_{+1}\) and \(3d_{+2}\) have the same LSDA energy, \(-0.08277\) Ry. Their angular densities are \(\frac{15}{8\pi}\sin^2\theta\cos^2\theta\) and \(\frac{15}{32\pi}\sin^4\theta\), whose \(4/3\) powers integrate to \(B(\frac{11}6,\frac73)\) and \(4^{-4/3}B(\frac12,\frac{11}3)\) times a common factor, and these are equal by \(\Gamma(\frac{11}6)\Gamma(\frac73)=2^{-8/3}\sqrt\pi\,\Gamma(\frac{11}3)\). Their \(U\) differ (0.08805 and 0.08982 Ry).

Rearrangement, done by sorting small volume cells by density, raises \(U\) to 0.1549, 0.2152 and 0.1067 Ry for 2s, \(2p_0\), \(3d_0\), giving \(\rho^*=0.886\), 0.853, 0.854. For \(2p_0\) and \(3d_0\) the whole rise above 1s is due to arrangement. For 2s about half remains, since its \(V(t)\), a small dense core and a wide shell, is itself far from optimal.

*PZ and the cancellation.* PZ subtracts each orbital's error: \(E^{\rm PZ}=E^{\rm sl}[n]-\sum_i\delta_i\). With \(\Delta=E^{\rm sl}[n]-E_x\),
\[
E^{\rm PZ}-E_x=\Delta-\sum_i\delta_i\equiv\Delta_{\rm inter},\qquad \Delta=\sum_i\delta_i+\Delta_{\rm inter}.
\]
A unitary mixing of occupied orbitals leaves \(\gamma\), hence \(n\), \(E_x\) and \(\Delta\), unchanged; it can change \(\sum\delta_i\). Squaring \(|\Delta-\sum\delta|<|\Delta|\) gives \(\sum\delta\,(\sum\delta-2\Delta)<0\), so PZ helps exactly when \(0<\sum\delta/\Delta<2\). The node model shows how nodes change \(\sum\delta\) while \(\Delta\) stays fixed. At large \(K\) the pairs \(\sqrt{2g}\,\{\cos,\sin\}(Kz/2)\) and \(\sqrt g\,e^{\pm iKz/2}\) are unitary mixtures of each other with smooth total density \(2g\) and the same \(U_i\), yet their LSDA \(\sum\delta\) differ by \(2(\kappa_n-1)E^{\rm LSDA}[g]=-0.16801\) Ry. The nodes cancel in \(n\); PZ feeds them back into the functional.

For filled subshells of one spin, the addition theorem gives \(n=\sum_a(2l_a+1)R_a^2/4\pi\) and \(\gamma=\sum_aR_a(r)R_a(r')\frac{2l_a+1}{4\pi}P_{l_a}(\cos\chi)\), with \(\chi\) the angle between \(\mathbf r\) and \(\mathbf r'\). With \(|\mathbf r-\mathbf r'|^{-1}=\sum_k r_<^kr_>^{-k-1}P_k(\cos\chi)\) and \(\iint d\Omega\,d\Omega'=8\pi^2\int d\cos\chi\),
\[
E_x=-\sum_{ab}(2l_a+1)(2l_b+1)\sum_kG^k_{ab}\cdot\tfrac12\int_{-1}^1P_{l_a}P_{l_b}P_k\,d\mu ,
\]
where \(G^k_{ab}\) is \(F^k\) with \(f=r^2R_aR_b\). An explicit sum over orbital pairs, real or complex, reproduces it.

For the shells up to \(n=2\) (five electrons), \(E_x=-1.74788\) Ry and \(E^{\rm PBE}=-1.72863\) Ry, so \(\Delta=+0.01925\) Ry (1.1% of \(|E_x|\), the denominator of all shell percentages below). Real p orbitals are rotations of \(2p_0\), so \(\sum\delta=0.01312-0.01232-3(0.01916)\approx-0.05669\) Ry, and the PZ error is \(0.01925+0.05669=+0.07594\) Ry (4.3%). The small \(\Delta\) was the sum of \(-0.05669\) and \(+0.07594\), and PZ removes the first term only. Complex orbitals give \(0.01312-0.01232-0.01916-2(0.00345)=-0.02526\) Ry and an error of \(+0.04451\) Ry (2.5%). For shells up to \(n=3\) (fourteen electrons, \(E_x=-3.39649\) Ry), \(\Delta=+0.02648\) Ry (0.8%), \(\sum\delta=-0.22099\) Ry (real) or \(-0.12951\) Ry (complex), and the PZ error is 7.3% or 4.6%.

For LSDA exchange PZ helps in both shells, with real or complex orbitals, because \(\sum\delta\) has the sign of \(\Delta\) and is less than twice its size, so that \(0<\sum\delta/\Delta<2\) holds. With five electrons \(\Delta=+0.13953\) Ry and \(\sum\delta=+0.13867\) Ry (real), leaving \(+0.00086\) Ry; that this is accidental is shown by complex orbitals, which leave \(-0.01829\) Ry. With fourteen electrons \(\Delta\) rises to \(+0.17341\) Ry while the real \(\sum\delta\) stays at \(+0.13832\) Ry: the nine noded \(n=3\) orbitals receive almost no net correction, because the positive \(\delta\) of 3s and \(3d_0\) cancel the negative \(\delta\) of the three p and four \(d_{xy}\)-type orbitals, \(0.00405-3(0.00076)+0.00107-4(0.00080)\approx-0.0004\) Ry, and the error falls from 5.1% to 1.0% of \(|E_x|\), leaving \(+0.03509\) Ry.

These shell results hold for fixed canonical hydrogenic orbitals. Minimising the PZ energy over unitary mixtures can change \(\sum\delta\), self-consistency changes \(\Delta\) as well, and LSDA correlation adds a further negative term to each \(\delta_i\), which moves the LSDA zero crossing to fewer nodes by an amount that depends on \(Z\) (with PW92 correlation \(\delta/U\) for 1s, 2s, \(2p_0\), \(3d_0\) is +7.1%, −6.2%, −7.3%, −18.0% at \(Z=1\) and +12.6%, +4.4%, +2.5%, −4.9% at \(Z=10\), so the shrinking error found for exchange alone does not carry over to full LSDA for hydrogen); a correlation functional that vanishes for one electron, such as LYP, adds nothing.

## Computed values

```
1 Ry = 13.605693 eV; Z = 1
A = 1.861051 Ry bohr; PBE kappa = 0.804, mu = 0.219515
F0(1s) = 5/8, F0(2s) = 77/512 1/bohr
2p: F0 = 93/512, F2 = 45/512 1/bohr
3d: F0 = 793/9216, F2 = 2093/46080, F4 = 91/3072 1/bohr
2s integrals r<2, r>2: 0.352706, 2.390736; 2p radial: 13.448528
3d0: radial 0.093404 1/bohr, int_0^1|3x^2-1|^(8/3) = 0.904879
n,l=(1, 0), m=0: U = 5/8 Ry, int n^(4/3) = 0.288050 1/bohr
n,l=(2, 0), m=0: U = 77/512 Ry, int n^(4/3) = 0.073752 1/bohr
n,l=(2, 1), m=0: U = 501/2560 Ry, int n^(4/3) = 0.098601 1/bohr
n,l=(3, 2), m=0: U = 29731/322560 Ry, int n^(4/3) = 0.048952 1/bohr
orb U/Ry E_L/Ry rho dL/Ry dL/U% (rho/rho1s-1)% E_PBE/Ry dP/Ry dP/U%
1s   0.62500 -0.53607 0.8577 +0.08893 +14.2 0.0 -0.61188 +0.01312 +2.1
2s   0.15039 -0.13726 0.9127 +0.01313 +8.7 6.4 -0.16271 -0.01232 -8.2
2p0  0.19570 -0.18350 0.9376 +0.01220 +6.2 9.3 -0.21486 -0.01916 -9.8
2p+1 0.18516 -0.16338 0.8824 +0.02178 +11.8 2.9 -0.18861 -0.00345 -1.9
3s   0.06641 -0.06236 0.9391 +0.00405 +6.1 9.5 -0.07621 -0.00980 -14.8
3p0  0.07763 -0.07838 1.0098 -0.00076 -1.0 17.7 -0.09539 -0.01776 -22.9
3p+1 0.07331 -0.06979 0.9520 +0.00352 +4.8 11.0 -0.08445 -0.01114 -15.2
3d0  0.09217 -0.09110 0.9884 +0.00107 +1.2 15.2 -0.11053 -0.01836 -19.9
3dxy 0.09217 -0.09297 1.0087 -0.00080 -0.9 17.6 -0.11289 -0.02071 -22.5
3d+1 0.08805 -0.08277 0.9401 +0.00527 +6.0 9.6 -0.09943 -0.01139 -12.9
3d+2 0.08982 -0.08277 0.9215 +0.00705 +7.8 7.4 -0.09645 -0.00663 -7.4
4f0  0.05360 -0.05482 1.0226 -0.00121 -2.3 19.2 -0.06855 -0.01494 -27.9
5g0  0.03511 -0.03682 1.0489 -0.00172 -4.9 22.3 -0.04723 -0.01213 -34.5
Lane-Emden: xi1 = 6.89685, omega = 2.01824, rho_min = 0.8523, 1/rho_min = 1.1733
rearranged 2s: U* = 0.1549 Ry, rho* = 0.886
rearranged 2p0: U* = 0.2152 Ry, rho* = 0.853
rearranged 3d0: U* = 0.1067 Ry, rho* = 0.854
kappa_n = 1.12318; E_LSDA[g] = -0.68199 Ry; U[g] = 0.79788 Ry
K = 0 1/bohr: U = 0.79788, E_L = -0.68199, E_PBE = -0.76386 Ry, rho = 0.8547
K = 2 1/bohr: U = 0.89842, E_L = -0.77965, E_PBE = -0.87540 Ry, rho = 0.8678
K = 4 1/bohr: U = 0.86222, E_L = -0.79022, E_PBE = -0.92190 Ry, rho = 0.9165
K = 8 1/bohr: U = 0.80426, E_L = -0.76600, E_PBE = -0.96688 Ry, rho = 0.9524
K = 160 1/bohr: U = 0.79790, E_L = -0.76599, E_PBE = -1.32386 Ry, rho = 0.9600
K = 320 1/bohr: U = 0.79789, E_L = -0.76599, E_PBE = -1.35150 Ry, rho = 0.9600
K->inf: E_L = -0.76599, E_PBE = -1.38185 (extrapolated -1.3791) Ry
K->inf: rho = 0.9600; LSDA pair SIC gap 2(kappa_n-1)E_L[g] = -0.16801 Ry
N = 5: Ex = -1.74788, E_L = -1.60835, E_PBE = -1.72863 Ry
  real orbitals: sum U_i = 1.36250 Ry
   LSDA: Delta +0.13953, sum delta +0.13867, PZ err +0.00086 Ry (+8.0% -> +0.0%)
   PBE: Delta +0.01925, sum delta -0.05669, PZ err +0.07594 Ry (+1.1% -> +4.3%)
  complex orbitals: sum U_i = 1.34141 Ry
   LSDA: Delta +0.13953, sum delta +0.15782, PZ err -0.01829 Ry (+8.0% -> -1.0%)
   PBE: Delta +0.01925, sum delta -0.02526, PZ err +0.04451 Ry (+1.1% -> +2.5%)
N = 14: Ex = -3.39649, E_L = -3.22308, E_PBE = -3.37001 Ry
  real orbitals: sum U_i = 2.12264 Ry
   LSDA: Delta +0.17341, sum delta +0.13832, PZ err +0.03509 Ry (+5.1% -> +1.0%)
   PBE: Delta +0.02648, sum delta -0.22099, PZ err +0.24747 Ry (+0.8% -> +7.3%)
  complex orbitals: sum U_i = 2.07996 Ry
   LSDA: Delta +0.17341, sum delta +0.19386, PZ err -0.02045 Ry (+5.1% -> -0.6%)
   PBE: Delta +0.02648, sum delta -0.12951, PZ err +0.15599 Ry (+0.8% -> +4.6%)
```
